\section*{Why Planck's constant cancels from the classical vacancy formation entropy, part 2}

An atom leaves its site in a copper crystal and attaches elsewhere to the same crystal, for instance at a kink, where an unfinished row of atoms ends at a surface step. We seek the entropy $S_{\rm f}$ of forming this vacancy at one chosen site, and then the vacancy concentration.

A periodic cell has $N$ sites. The perfect cell (b) holds $N$ atoms and the defect cell (d) $N-1$, with static energies $E_{\rm b}$, $E_{\rm d}$ and free energies $F_{\rm b}$, $F_{\rm d}$. Forces are harmonic, and each cell's three zero-frequency translations are left out. Bulk frequencies are $\omega_i$, defect frequencies $\omega'_j$; angle brackets are means over bulk modes, and $\omega_{\rm g}=\exp\langle\ln\omega\rangle$. The static formation energy is $E_{\rm f}=E_{\rm d}-\frac{N-1}{N}E_{\rm b}$.

The first derivation used quantum oscillators, each of free energy $F_1$, and put the removed atom in a reservoir of the same crystal:
\begin{equation}
\mu=\frac{E_{\rm b}}{N}+3\langle F_1(\omega)\rangle ,
\label{eq:mu}
\end{equation}
\begin{equation}
F_{\rm f}=F_{\rm d}+\mu-F_{\rm b}.
\label{eq:ff}
\end{equation}
In the classical limit this gave
\begin{equation}
\boxed{\;\frac{S_{\rm f}}{k}=\sum_{j=1}^{3N-6}\ln\frac{\omega_{\rm g}}{\omega'_j}\;}
\label{eq:main}
\end{equation}
with the leading quantum correction
\begin{equation}
\delta\!\left(\frac{S_{\rm f}}{k}\right)
=\delta\!\left(\frac{F_{\rm f}}{kT}\right)
=\frac{1}{24}\left(\frac{\hbar}{kT}\right)^2\Delta[\omega^2].
\label{eq:quantum}
\end{equation}
Here
\begin{equation}
\Delta[g]=\sum_{j=1}^{3N-6}g(\omega'_j)-(3N-6)\langle g\rangle .
\label{eq:delta}
\end{equation}

Using $F_{\rm b}/N$ in place of $\mu$ left a residue $+(3/N)\ln\hbar$ in $S_{\rm f}/k$. Omitting the reservoir atom's vibration multiplied the predicted concentration by $(\hbar\omega_{\rm g}/kT)^3$.

The example is a face-centred cubic, copper-like crystal with the Gupta energy
\begin{equation}
E=\sum_i\left[\sum_j A e^{-p(r_{ij}/r_0-1)}
-\xi\sqrt{\sum_j e^{-2q(r_{ij}/r_0-1)}}\,\right].
\end{equation}
The inner sums run over first neighbours, twelve in the perfect crystal. The parameters are $r_0=0.255$ nm, $p=11$, $q=2.3$, mass $63.5$ u, cohesive energy $3.5$ eV, $A=0.0771$ eV and $\xi=1.2775$ eV. Below, $p$ and $q$ instead denote momenta and displacements. The temperatures are 378 K (operating) and 673 K (anneal).

\subsection{Comparing equal numbers of atoms}

Now let the atoms be classical from the start, and compare two states of the same $M=N-1$ atoms. In the reference state they form perfect crystal. In the final state they form a crystal with one vacancy. The atom from the vacant site has been attached at a kink in a surface step. This moves the kink along by one place and extends the perfect crystal by one atom. At a straight step the atom would have fewer neighbours and be bound less strongly. No separate reservoir term is needed.

Let $q$ and $p$ be the vectors of displacements and momenta, $m$ the mass, and $\Phi$ the matrix of second derivatives of the static energy. The Hamiltonian relative to the static minimum is
\begin{equation}
H=\frac{p^{\rm T}p}{2m}+\frac12q^{\rm T}\Phi q .
\end{equation}
For each Cartesian direction, rotate the $M$ displacements by an orthogonal matrix whose first row is $(1,\dots,1)/\sqrt M$, and rotate the momenta by the same matrix. The transformation keeps phase-space volume and the form $p^{\rm T}p$. The first new coordinate in each direction is $\sqrt M$ times the displacement of the centre of mass. The potential does not depend on it. Leaving out these three coordinates and their momenta leaves
\begin{equation}
n=3M-3=3N-6
\end{equation}
pairs $(Q,P)$ in either state.

The classical partition function divides phase-space volume by $h=2\pi\hbar$ for each pair. Here $h$ merely makes the result dimensionless. The atoms are assigned to definite sites, so permutations do not appear. Thus
\begin{equation}
Z=\frac{1}{h^n}\int d^nP\,e^{-P^{\rm T}P/2mkT}
\int d^nQ\,e^{-Q^{\rm T}\widetilde\Phi Q/2kT},
\end{equation}
where $\widetilde\Phi$ is $\Phi$ without its translational directions. Its eigenvalues $\kappa_j$ are the nonzero eigenvalues of $\Phi$. Extending the displacement integrals to infinity assumes that thermal displacements stay within the harmonic region.

Each integral is a product of Gaussians, $\int dy\,e^{-ay^2}=\sqrt{\pi/a}$. For a momentum $a=1/(2mkT)$. For a displacement along an eigenvector $a=\kappa_j/(2kT)$. Therefore
\begin{align}
Z&=\frac{1}{(2\pi\hbar)^n}\,(2\pi mkT)^{n/2}
\prod_{j=1}^{n}\left(\frac{2\pi kT}{\kappa_j}\right)^{1/2}\nonumber\\
&=\left(\frac{kT\sqrt m}{\hbar}\right)^{n}
\prod_{j=1}^{n}\kappa_j^{-1/2}.
\label{eq:z}
\end{align}
The first factor is the same for the two states because they contain the same atoms. It holds all of $\hbar$, $m$ and $T$.

Let $\kappa'_j$ belong to the vacancy state. In the perfect state the mean of $\ln\kappa$ is a bulk property, written $\ln\kappa_{\rm g}$, so its product of $n$ eigenvalues is $\kappa_{\rm g}^n$. Taking the ratio of partition functions,
\begin{equation}
\frac{Z_{\rm d}}{Z_{\rm ref}}
=\prod_{j=1}^{n}\left(\frac{\kappa_{\rm g}}{\kappa'_j}\right)^{1/2}.
\label{eq:ratio}
\end{equation}
The formation free energy is $F_{\rm f}=E_{\rm f}-kT\ln(Z_{\rm d}/Z_{\rm ref})$. The ratio does not depend on $T$, so $S_{\rm f}=-\partial F_{\rm f}/\partial T$ gives
\begin{equation}
\frac{S_{\rm f}}{k}=\frac12\sum_{j=1}^{3N-6}
\ln\frac{\kappa_{\rm g}}{\kappa'_j}
=\sum_{j=1}^{3N-6}\ln\frac{\omega_{\rm g}}{\omega'_j}.
\end{equation}
The last step uses $\kappa=m\omega^2$, whose square cancels the factor one half. This is the earlier result. Equation~(\ref{eq:ratio}) also gives it a geometrical meaning: $e^{S_{\rm f}/k}$ is the ratio of the volumes in displacement space over which the atoms spread thermally.

\subsection{Restoring the translations}

The residue found with $F_{\rm b}/N$ as the reservoir term came from leaving out translations. Let the centre of mass of either crystal move in the same fixed volume $v$. A crystal of $M$ atoms has mass $Mm$ and gains the factor
\begin{equation}
Z_{\rm cm}(M)=v\left(\frac{MmkT}{2\pi\hbar^2}\right)^{3/2}
=\Lambda M^{3/2},
\end{equation}
where $\Lambda$ does not depend on $M$. With $F_{\rm b}/N$ as the reservoir term, $-F_{\rm f}/kT$ gains
\begin{align}
&\ln Z_{\rm cm}(N-1)-\frac{N-1}{N}\ln Z_{\rm cm}(N)\nonumber\\
&\quad=\frac{\ln\Lambda}{N}
+\frac32\left[\ln(N-1)-\frac{N-1}{N}\ln N\right].
\end{align}
Since $\Lambda\propto\hbar^{-3}$, the first term contains $-(3/N)\ln\hbar$. The vibrations contributed $+(3/N)\ln\hbar$, and the two cancel. The square bracket equals $\ln(1-1/N)+(\ln N)/N$ and vanishes for a large crystal. Thus the residue was a property of the counting, with no physical content.

\subsection{Fixed volume and zero pressure}

The result holds for any stated pair of cell sizes, but its value depends on them. Let $S_V$ be the entropy with the defect cell kept at the bulk volume $V_{\rm c}=N\Omega$, where $\Omega$ is the volume per atom. Let $S_p$ be the entropy after the defect cell has relaxed to zero static pressure, changing its volume by $V_{\rm rel}$. In both cases the bulk reference is at zero static pressure.

Define the bulk Gr\"uneisen parameter $\gamma=-d\langle\ln\omega\rangle/d\ln V$. One vacancy changes the corresponding mean of the defect cell by an amount of order $1/N$. Therefore
\begin{align}
S_p-S_V&=-k\sum_j\delta\ln\omega'_j
\simeq k(3N-6)\gamma\frac{V_{\rm rel}}{N\Omega}\nonumber\\
&\to 3k\gamma\frac{V_{\rm rel}}{\Omega}\qquad(N\to\infty).
\label{eq:volume}
\end{align}
The strain falls as $1/N$ while the number of modes grows as $N$, so a larger cell does not remove the difference.

To see which entropy describes a crystal free to expand, let $s$ measure cell size, $E(s)$ the static energy, and $L(s)=\sum\ln\omega$. Apart from a term independent of $s$, the classical free energy is $F=E+kTL$. Let $s_0$ be the static minimum and $\delta=s-s_0$. To second order in $T$,
\begin{equation}
F\simeq E(s_0)+\frac12E''\delta^2+kT[L(s_0)+L'\delta].
\end{equation}
Setting $dF/d\delta=0$ gives $\delta=-kTL'/E''$, and substitution gives
\begin{equation}
F_{\min}\simeq E(s_0)+kTL(s_0)-\frac{(kTL')^2}{2E''}.
\end{equation}
Expansion enters at order $T^2$. Applied to the defect crystal and to its reference, this shows that $S_p$ is the coefficient of $-T$ in the formation free energy at zero pressure. In the 108-site cell, minimizing both free energies over cell size at 10 K gave a slope of $1.008\,k$. The directly computed entropies were $S_p=1.010\,k$ and $S_V=2.224\,k$.

\subsection{From entropy to concentration}

Let a crystal have $N_{\rm a}$ atoms and $n_{\rm v}$ well-separated vacancies, each costing $G_{\rm f}$. They can be placed in $W=(N_{\rm a}+n_{\rm v})!/(N_{\rm a}!\,n_{\rm v}!)$ ways. Stirling's formula gives
\begin{equation}
\frac{d\ln W}{dn_{\rm v}}=\ln\frac{N_{\rm a}+n_{\rm v}}{n_{\rm v}} .
\end{equation}
Minimizing $n_{\rm v}G_{\rm f}-kT\ln W$ sets this logarithm equal to $G_{\rm f}/kT$. The fraction of vacant sites is therefore
\begin{equation}
c=\frac{n_{\rm v}}{N_{\rm a}+n_{\rm v}}
=e^{-G_{\rm f}/kT}\simeq e^{S_p/k}e^{-E_{\rm f}/kT}.
\label{eq:c}
\end{equation}

\subsection{Numbers for the copper-like crystal}

Before relaxation, each of the twelve neighbours of the vacancy has eleven bonds. With each atom's share of the repulsion, $A=0.07711$ eV per bond, and the band prefactor $\xi=1.2775$ eV, the formation energy is
\begin{equation}
12\left[\xi(\sqrt{12}-\sqrt{11})-A\right]=1.3355\ {\rm eV}.
\end{equation}
Relaxation at zero static pressure lowers it to $E_{\rm f}=1.331$ eV in the 500-site cell. The entropies there are $S_V=2.29\,k$ and $S_p=1.06\,k$. The crystal shrinks around the vacancy, $V_{\rm rel}=-0.182\,\Omega$, which stiffens the vibrations. With $\gamma=2.26$, equation~(\ref{eq:volume}) predicts $S_p-S_V=3(2.26)(-0.1824)k=-1.24\,k$; the two relaxations give $-1.23\,k$.

For cells of 108, 256 and 500 sites, $S_p/k$ is $1.010$, $1.045$ and $1.060$. The drift dies away somewhat more slowly than $1/N$, because the finite-cell mean of $\ln\omega$ approaches its limit with a $(\ln N)/N$ term. A cell of 1372 sites gives $1.070$, and the large-cell limit is near $1.08$. About $0.02\,k$ therefore remains beyond the 500-site value, which would raise the concentrations below by about $2\%$. The fixed-volume entropy drifts by a similar amount: $S_V/k$ is $2.29$ for 500 sites and $2.30$ for 864. Averaged over the defect modes, the entropy is only $1.06\,k/1494=0.0007\,k$ per mode. A relative error $\epsilon$ common to the defect frequencies but absent from the bulk ones changes $S_p/k$ by $-1494\,\epsilon$, so the two sets must be computed consistently.

At 673 K, equation~(\ref{eq:c}) gives
\begin{equation}
c=2.885\,\exp\left(-\frac{1.3314}{0.05799}\right)
\simeq3.1\times10^{-10},
\end{equation}
or $2.6\times10^{13}$ vacancies per cm$^3$. At 378 K the fraction is $5.1\times10^{-18}$, or $4\times10^5$ per cm$^3$.

Thermal expansion, whose effect on the free energy starts at order $T^2$, raises $G_{\rm f}$ by $2.7$ meV at 378 K and $10$ meV at 673 K in the 108-site cell. The concentrations are then multiplied by $0.92$ and $0.84$. In a 256-site cell the energy shifts are about $3\%$ larger. The free-electron entropy per atom, with one electron per atom, is $0.02\,k$ and $0.04\,k$ at these temperatures. It indicates the scale of an omitted term; the electronic entropy of the vacancy itself was not computed. Explicit anharmonicity at fixed cell size is also omitted. The numerical output below lists the values for each cell and temperature.

\subsection{Beside a real copper line}

The model's bulk modulus of 134 GPa, highest frequency near 7 THz and formation energy near 1.3 eV are close to rough values for copper. Its linear expansion at 673 K is $1.5\%$ from the static lattice, or about $1.3\%$ from the zero-temperature crystal, which already contains zero-point expansion. The latter figure is larger than copper's rough $1\%$, so the model's expansion correction should be read as a scale. The formation entropy of real copper is less certain than the energy; a rough range is one to three $k$. A line in a chip also breaks the assumption of zero pressure, since its surroundings constrain it. For a chosen hydrostatic tension of 100 MPa, or $0.624$ eV/nm$^3$, the work gained is the tension times the formation volume $\Omega+V_{\rm rel}=0.818(0.01172)$ nm$^3=0.0096$ nm$^3$. This is $6$ meV, which raises the equilibrium concentration at 378 K by a factor of about $1.2$. Equation~(\ref{eq:c}) assumes, besides, that vacancies have had time to equilibrate.

The concentration found here is that of the crystal lattice alone. At $4\times10^5$ per cm$^3$, a line $0.1\ \mu$m wide, $0.1\ \mu$m thick and $100\ \mu$m long would hold on average only $4\times10^{-7}$ equilibrium vacancies at 378 K. Atoms in real lines move mainly along interfaces and grain boundaries, which this model does not contain.

\subsection{What each derivation assumes}

Both derivations assume harmonic forces, stable minima, one element, and a reservoir made of the same perfect crystal. Both use an intensive bulk mean to represent the atom's new surroundings. They differ in where the classical assumption enters and in what has to be counted.

The oscillator derivation starts from quantum levels and takes the limit $\hbar\omega\ll kT$ at the end. It needs the normal modes and an explicit chemical potential. In return it gives the error of the classical result, equation~(\ref{eq:quantum}), and remains usable when the classical limit fails.

The phase-space derivation assumes classical motion at the outset and cannot give that error. It needs no quantized modes, and it shows why the cancellation occurs: both states have the same number of momenta and coordinates. This reason does not depend on harmonic forces. With any classical potential energy the momentum integrals and powers of $h$ still cancel between states of the same atoms; what remains is a ratio of configuration integrals. Harmonic forces are needed to turn that ratio into logarithms of frequency ratios.

The reservoir can be examined in the same way. If the removed atom instead joined a dilute monatomic gas of number density $\rho$, its translational chemical potential would be $kT\ln(\rho\lambda^3)$, with $\lambda=\hbar\sqrt{2\pi/mkT}$. This contains $3kT\ln\hbar$, as the crystal reservoir does, so $\hbar$ would again cancel. At fixed force constants the mass would cancel too, but density and temperature would remain. The cancellation of $\hbar$ belongs to classical counting, whereas a result made of frequency ratios alone also requires that the atom return to a harmonic crystal.

\section*{Values computed for the example and the checks}
\begin{verbatim}
bond length 0.255 nm; cohesive energy 3.5 eV
decay constants p 11.0, q 2.3; mass 63.5 u
prefactors: repulsion 0.07711 eV, band 1.2775 eV
volume per atom 0.01172 nm^3
static bulk modulus 134.4 GPa
highest bulk frequency 7.170 THz
geometric-mean bulk frequency 4.723 THz
geometric-mean quantum 19.53 meV
unrelaxed formation energy 1.3355 eV
N=108: E_f fixed volume 1.3323 eV, zero pressure 1.3308 eV
N=108: S_V 2.224 k, S_p 1.010 k, V_rel -0.1838 atomic volumes
N=256: E_f fixed volume 1.3319 eV, zero pressure 1.3313 eV
N=256: S_V 2.271 k, S_p 1.045 k, V_rel -0.1828 atomic volumes
N=500: E_f fixed volume 1.3317 eV, zero pressure 1.3314 eV
N=500: S_V 2.289 k, S_p 1.060 k, V_rel -0.1824 atomic volumes
N=500: S_p in eV/K 9.132e-05
N=500: modes, bulk 1497, defect 1494
N=500: mean log ratio per defect mode 0.000709
N=500: prefactor exp(S_p/k) 2.885
bulk Grueneisen parameter 2.260
N=500: S_p-S_V direct -1.2294 k, from volume relation -1.2365 k
N=108, entropy shift when hbar is halved (level sums):
  reservoir as three mean modes 0.00003 k
  reservoir vibration omitted -2.07931 k
  reservoir as F_bulk/N -0.01922 k
N=108: quasi-harmonic slope at 10 K 1.008 k
T=378 K: kT 32.57 meV, highest hbar*w/kT 0.910
T=378 K: vacancy site fraction 5.113e-18, density 4.361e+05 cm^-3
T=378 K: concentration factor if reservoir vibration omitted 0.2156
T=378 K: quantum shift of S_f -0.0180 k, of F_f/kT -0.0182, leading term -0.0182
T=378 K: quantum concentration factor 1.0183
T=378 K: bulk linear expansion 0.802 %
T=378 K: quasi-harmonic shift of G_f (N=108) 2.74 meV, concentration factor 0.919
T=378 K: free-electron entropy per atom 0.0228 k
T=673 K: kT 57.99 meV, highest hbar*w/kT 0.511
T=673 K: vacancy site fraction 3.089e-10, density 2.635e+13 cm^-3
T=673 K: concentration factor if reservoir vibration omitted 0.0382
T=673 K: quantum shift of S_f -0.0057 k, of F_f/kT -0.0057, leading term -0.0057
T=673 K: quantum concentration factor 1.0058
T=673 K: bulk linear expansion 1.536 %
T=673 K: quasi-harmonic shift of G_f (N=108) 10.23 meV, concentration factor 0.838
T=673 K: free-electron entropy per atom 0.0405 k
\end{verbatim}
